**One-sided Fukui functions: an exact lattice and sulfur dioxide**

At fixed external potential and zero temperature, the density response at integer electron number M is f⁺ = ρ(M+1) − ρ(M) for addition and f⁻ = ρ(M) − ρ(M−1) for removal, provided that the integer energies are convex and the added electron is bound. Here ρ is the electron density, I the ionization energy and A the electron affinity. The program diagonalizes a four-site interacting model and asserts that the lowest-energy ensemble, found by linear programming over all eigenstates, has these two slopes. It also asserts that they equal the site-energy derivatives of −A and −I, that heat rounds the kink by the derived law, and that an attractive model skips the odd electron number. For SO₂ at the PBE0/aug-cc-pVDZ level it finds I = 12.29 eV and A = 1.13 eV, with 0.44 of the added electron in the sulfur cell. A Hartree–Fock calculation in an applied field asserts that energy slopes and density moments agree for both responses. Hartree–Fock supports the addition site but gives a very different removal pattern. The surface shifts and level broadening are rough estimates, not a calculation of SO₂ on copper.

## Verification by program

```python
"""
RESULT UNDER TEST
At fixed external potential v and zero temperature, the density derivative
with respect to mean electron number has two values at an integer M:
  f_plus  = rho(M+1) - rho(M)      (electron addition)
  f_minus = rho(M)   - rho(M-1)    (electron removal)
when integer energies are convex. They also equal the derivatives with
respect to v of mu_plus = E(M+1)-E(M) and mu_minus = E(M)-E(M-1).
I = -mu_minus is the ionization energy, A = -mu_plus the electron affinity.
An exactly diagonalized lattice tests the theorem; SO2 is the real example.
"""
import numpy as np
from scipy.optimize import linprog
from scipy.constants import physical_constants, k as boltzmann, e as charge_SI
from pyscf import gto, scf, dft, lib

lib.num_threads(1)
HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
FIELD_AU = physical_constants["atomic unit of electric field"][0]
COULOMB = HARTREE * BOHR_NM          # e^2/(4 pi eps0), eV nm

# ---------- exact interacting lattice: 4 sites, 2 spins, all particle numbers
SITES, M = 4, 4
lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])


def annihilator(mode):
    op = np.eye(1)
    for j in range(2 * SITES):
        factor = parity if j < mode else lower if j == mode else np.eye(2)
        op = np.kron(op, factor)
    return op


ops = [annihilator(j) for j in range(2 * SITES)]
mode_occ = np.array([np.diag(c.T @ c) for c in ops])
site_occ = mode_occ[0::2] + mode_occ[1::2]
number = np.rint(site_occ.sum(axis=0)).astype(int)
hopping = np.zeros((len(number), len(number)))
for site in range(SITES - 1):
    for spin in range(2):
        term = ops[2 * site + spin].T @ ops[2 * (site + 1) + spin]
        hopping -= term + term.T


def spectrum(levels, t, onsite, neighbour):
    """Energies, electron numbers and site densities of all eigenstates."""
    diagonal = levels @ site_occ
    diagonal = diagonal + onsite * (mode_occ[0::2] * mode_occ[1::2]).sum(axis=0)
    diagonal = diagonal + neighbour * (site_occ[:-1] * site_occ[1:]).sum(axis=0)
    H = t * hopping + np.diag(diagonal)
    energies, numbers, densities = [], [], []
    for n in range(2 * SITES + 1):
        idx = np.where(number == n)[0]
        val, vec = np.linalg.eigh(H[np.ix_(idx, idx)])
        energies.append(val)
        numbers.append(np.full(len(idx), n))
        densities.append((vec**2).T @ site_occ[:, idx].T)
    return np.concatenate(energies), np.concatenate(numbers), np.vstack(densities)


def ground(spec, n):
    idx = np.where(spec[1] == n)[0]
    best = idx[np.argmin(spec[0][idx])]
    return spec[0][best], spec[2][best]


def ensemble_density(spec, mean_number):
    """Lowest-energy ensemble over ALL eigenstates at given mean number."""
    E, n, dens = spec
    res = linprog(E, A_eq=np.vstack([np.ones(len(E)), n]),
                  b_eq=[1.0, mean_number], bounds=(0, None), method="highs")
    assert res.success
    return res.x @ dens


levels = np.array([0.0, -1.0, 0.5, -0.4])
t, U, V = 2.5, 6.0, 1.5
spec = spectrum(levels, t, U, V)
E_rem, d_rem = ground(spec, M - 1)
E_mid, d_mid = ground(spec, M)
E_add, d_add = ground(spec, M + 1)
lat_plus, lat_minus = d_add - d_mid, d_mid - d_rem
lat_gap = E_add + E_rem - 2 * E_mid
assert lat_gap > 0
assert np.max(abs(lat_plus - lat_minus)) > 0.01
rho_integer = ensemble_density(spec, M)
for delta in (0.2, 0.8):
    up = (ensemble_density(spec, M + delta) - rho_integer) / delta
    down = (rho_integer - ensemble_density(spec, M - delta)) / delta
    assert np.allclose(up, lat_plus, atol=1e-5)
    assert np.allclose(down, lat_minus, atol=1e-5)

# derivatives of the two chemical potentials with respect to each site energy
step = 1e-3
for site in range(SITES):
    mu = []
    for sign in (1, -1):
        moved = levels.copy()
        moved[site] += sign * step
        s_moved = spectrum(moved, t, U, V)
        e3, e4, e5 = [ground(s_moved, n)[0] for n in (M - 1, M, M + 1)]
        mu.append([e5 - e4, e4 - e3])
    slope = (np.array(mu[0]) - np.array(mu[1])) / (2 * step)
    assert np.allclose(slope, [lat_plus[site], lat_minus[site]], atol=1e-5)

# thermal rounding: full grand-canonical covariance against the two-sided law
kT_lat = 0.1
s_lat = 2 * np.exp(-lat_gap / (2 * kT_lat))   # doublet ions, singlet middle
for x in (-8, 0, 1, 8):
    mu_value = (E_add - E_rem) / 2 + x * kT_lat
    logw = -(spec[0] - mu_value * spec[1]) / kT_lat
    p = np.exp(logw - logw.max())
    p /= p.sum()
    excess = p @ (spec[1] - M)
    deviation = spec[1] - M - excess
    thermal = (p * deviation) @ spec[2] / ((p * deviation) @ (spec[1] - M))
    weight = 0.5 * (1 + excess / np.hypot(excess, 2 * s_lat))
    law = weight * lat_plus + (1 - weight) * lat_minus
    assert np.allclose(thermal, law, atol=2e-3)   # thermal excitations remain
    if x == 0:
        thermal_integer = thermal

# attraction breaks convexity: the addition slope skips the odd number
pair_spec = spectrum(levels, t, -U, 0.0)
(e4, r4), (e5, r5), (e6, r6) = [ground(pair_spec, n) for n in (4, 5, 6)]
pair_excess = e5 - (e4 + e6) / 2
assert pair_excess > 0
pair_slope = (ensemble_density(pair_spec, 4.3) - ensemble_density(pair_spec, 4)) / 0.3
assert np.allclose(pair_slope, (r6 - r4) / 2, atol=1e-5)
assert np.max(abs(pair_slope - (r5 - r4))) > 1e-3

# ---------- SO2: S at origin, molecular plane yz, both O atoms at positive z
BOND, STRETCHED, ANGLE, BASIS = 0.145, 0.152, 119.0, "aug-cc-pvdz"


def molecule(charge, bond):
    half = np.radians(ANGLE / 2)
    y, z = 10 * bond * np.sin(half), 10 * bond * np.cos(half)
    return gto.M(atom=[["S", (0, 0, 0)], ["O", (0, y, z)], ["O", (0, -y, z)]],
                 basis=BASIS, charge=charge, spin=abs(charge), verbose=0)


def solve(mol, method, eri, start, field=0.0):
    if method == "HF":
        mf = scf.UHF(mol)
    else:
        mf = dft.UKS(mol)
        mf.xc = method
        mf.grids.level = 1
    mf._eri = eri
    mf.conv_tol, mf.max_cycle = 1e-9, 100
    if field:
        core = mf.get_hcore() + field * mol.intor("int1e_r")[2]
        mf.get_hcore = lambda *args: core
    mf.kernel(dm0=start)
    return mf


def charge_states(bond, method, with_cation=True):
    """Converged neutral, anion and (lowest found) cation at one geometry."""
    mol = molecule(0, bond)
    eri = mol.intor("int2e", aosym="s8")
    guess = np.asarray(scf.RHF(mol).get_init_guess())
    neutral = solve(mol, method, eri, np.array([guess / 2, guess / 2]))
    nocc = mol.nelec[0]
    occ = np.array(neutral.mo_occ)
    occ[0, nocc] = 1
    start = np.asarray(neutral.make_rdm1(neutral.mo_coeff, occ))
    result = {0: neutral, -1: solve(molecule(-1, bond), method, eri, start)}
    if with_cation:
        trials = []
        for hole in (nocc - 1, nocc - 2):
            occ = np.array(neutral.mo_occ)
            occ[1, hole] = 0
            start = np.asarray(neutral.make_rdm1(neutral.mo_coeff, occ))
            trials.append(solve(molecule(1, bond), method, eri, start))
        trials = [mf for mf in trials if mf.converged]
        result[1] = min(trials, key=lambda mf: mf.e_tot)
    assert all(mf.converged for mf in result.values())
    return result, eri


def total_dm(mf):
    return np.asarray(mf.make_rdm1()).sum(axis=0)


def cell_grid(mol):
    """Orbital values, weights, and cuts between equal-radius Becke cells."""
    table = dft.gen_grid.gen_atomic_grids(mol, level=3)
    coords, weights = dft.gen_grid.get_partition(mol, table)
    sizes = [table[mol.atom_symbol(i)][1].size for i in range(mol.natm)]
    return mol.eval_gto("GTOval_sph", coords), weights, np.cumsum(sizes)[:-1]


def on_grid(ao, dm):
    return np.einsum("pi,pi->p", ao @ dm, ao)


def populations(grid, dm):
    ao, weights, cuts = grid
    return np.array([part.sum() for part in np.split(weights * on_grid(ao, dm), cuts)])


dft_states, _ = charge_states(BOND, "PBE0")
hf_states, hf_eri = charge_states(BOND, "HF")
long_states, _ = charge_states(STRETCHED, "PBE0", with_cation=False)


def ionization(states):
    return (states[1].e_tot - states[0].e_tot) * HARTREE


def affinity(states):
    return (states[0].e_tot - states[-1].e_tot) * HARTREE


I, A = ionization(dft_states), affinity(dft_states)
assert A > 0 and I > A
mol = dft_states[0].mol
grid = cell_grid(mol)
ao, weights, _ = grid
dm_plus = total_dm(dft_states[-1]) - total_dm(dft_states[0])
dm_minus = total_dm(dft_states[0]) - total_dm(dft_states[1])
f_plus, f_minus = on_grid(ao, dm_plus), on_grid(ao, dm_minus)
norm_plus, norm_minus = weights @ f_plus, weights @ f_minus
assert abs(norm_plus - 1) < 2e-3 and abs(norm_minus - 1) < 2e-3
pop_plus, pop_minus = populations(grid, dm_plus), populations(grid, dm_minus)
difference = 0.5 * weights @ abs(f_plus - f_minus)
assert difference > 0.05
negative_plus = -weights @ np.minimum(f_plus, 0)
negative_minus = -weights @ np.minimum(f_minus, 0)
probes = np.array([[0.1, 0, 0], [0, 0, -0.1]]) / BOHR_NM
probe_ao = mol.eval_gto("GTOval_sph", probes)
probe_plus = on_grid(probe_ao, dm_plus) / BOHR_NM**3
probe_minus = on_grid(probe_ao, dm_minus) / BOHR_NM**3

nocc = mol.nelec[0]
orbitals = dft_states[0].mo_coeff[0]
homo, lumo = orbitals[:, nocc - 1], orbitals[:, nocc]
pop_homo = populations(grid, np.outer(homo, homo))
pop_lumo = populations(grid, np.outer(lumo, lumo))
eps_homo, eps_lumo = dft_states[0].mo_energy[0][nocc - 1:nocc + 1] * HARTREE

hf_plus = total_dm(hf_states[-1]) - total_dm(hf_states[0])
hf_minus = total_dm(hf_states[0]) - total_dm(hf_states[1])
hf_pop_plus, hf_pop_minus = populations(grid, hf_plus), populations(grid, hf_minus)

# a uniform field is a change of v; compare energy slopes with density moments
field_V_nm = 1.0
field = field_V_nm * 1e9 / FIELD_AU
shifted = {}
for sign in (1, -1):
    for q, mf in hf_states.items():
        new = solve(mf.mol, "HF", hf_eri, np.asarray(mf.make_rdm1()), sign * field)
        assert new.converged
        shifted[sign, q] = new
energy_slope = {q: (shifted[1, q].e_tot - shifted[-1, q].e_tot) / (2 * field)
                for q in hf_states}
z_matrix = mol.intor("int1e_r")[2]
slope_plus = energy_slope[-1] - energy_slope[0]
slope_minus = energy_slope[0] - energy_slope[1]
moment_plus = np.sum(hf_plus * z_matrix)
moment_minus = np.sum(hf_minus * z_matrix)
# tolerance in bohr covers the cubic field response of the diffuse anion
assert abs(slope_plus - moment_plus) < 0.01
assert abs(slope_minus - moment_minus) < 0.01
field_pop = [populations(grid, total_dm(shifted[s, -1]) - total_dm(shifted[s, 0]))[0]
             for s in (1, -1)]
field_change = (field_pop[0] - field_pop[1]) / 2

long_grid = cell_grid(long_states[0].mol)
long_pop = populations(long_grid, total_dm(long_states[-1]) - total_dm(long_states[0]))

# ---------- rough sizes of effects absent from the isolated frozen molecule
temperature, image_distance, cavity, epsilon = 300.0, 0.30, 0.20, 78.0
work_function, broadening = 4.5, 0.5
kT = boltzmann * temperature / charge_SI
image_shift = COULOMB / (4 * image_distance)
water_shift = (1 - 1 / epsilon) * COULOMB / (2 * cavity)


def log_width(gap):
    return (np.log(2) - gap / (2 * kT)) / np.log(10)


level_height = work_function - (A + image_shift)
metal_occupation = 0.5 - np.arctan(2 * level_height / broadening) / np.pi


def row(values):
    return " ".join(f"{value:.4f}" for value in values)


print("LATTICE: 4 sites, M = 4 electrons")
print("site energies (eV):", row(levels))
print(f"hopping, on-site, neighbour repulsion (eV): {t:.1f} {U:.1f} {V:.1f}")
print(f"I - A (eV): {lat_gap:.4f}")
print("f_plus by site (electrons):", row(lat_plus))
print("f_minus by site (electrons):", row(lat_minus))
print(f"thermal energy in rounding test (eV): {kT_lat:.2f}")
print("thermal derivative at integer (electrons):", row(thermal_integer))
print(f"attractive case: on-site {-U:.1f} eV, neighbour 0 eV")
print(f"attractive case: E(5) above chord 4-6 (eV): {pair_excess:.4f}")
print("attractive addition slope (electrons):", row(pair_slope))
print("attractive rho(5)-rho(4) (electrons):", row(r5 - r4))
print(f"SO2: PBE0/{BASIS}, bond {BOND:.3f} nm, angle {ANGLE:.0f} deg")
print(f"ionization energy I (eV): {I:.3f}")
print(f"electron affinity A (eV): {A:.3f}")
print(f"I - A (eV): {I - A:.3f}")
print(f"minus HOMO, minus LUMO energy (eV): {-eps_homo:.3f} {-eps_lumo:.3f}")
print(f"integrals of f_plus, f_minus (electrons): {norm_plus:.5f} {norm_minus:.5f}")
print("f_plus on S, O, O (electrons):", row(pop_plus))
print("f_minus on S, O, O (electrons):", row(pop_minus))
print("LUMO density on S, O, O (electrons):", row(pop_lumo))
print("HOMO density on S, O, O (electrons):", row(pop_homo))
print(f"half integral |f_plus-f_minus| (electrons): {difference:.4f}")
print(f"negative part of f_plus, f_minus (electrons): {negative_plus:.4f} {negative_minus:.4f}")
print("probes 0.1 nm from S: above plane; in plane away from O")
print(f"f_plus at probes (electrons/nm^3): {probe_plus[0]:.2f} {probe_plus[1]:.2f}")
print(f"f_minus at probes (electrons/nm^3): {probe_minus[0]:.2f} {probe_minus[1]:.2f}")
print(f"HF comparison I, A (eV): {ionization(hf_states):.3f} {affinity(hf_states):.3f}")
print("HF f_plus on S, O, O (electrons):", row(hf_pop_plus))
print("HF f_minus on S, O, O (electrons):", row(hf_pop_minus))
print(f"HF f_plus z-centroid, energy/density (nm): "
      f"{slope_plus * BOHR_NM:.5f} {moment_plus * BOHR_NM:.5f}")
print(f"HF f_minus z-centroid, energy/density (nm): "
      f"{slope_minus * BOHR_NM:.5f} {moment_minus * BOHR_NM:.5f}")
print(f"field (V/nm), HF change of f_plus on S (electrons): {field_V_nm:.1f} {field_change:.5f}")
print(f"stretched bond (nm), A (eV): {STRETCHED:.3f} {affinity(long_states):.3f}")
print(f"stretched f_plus on S (electrons): {long_pop[0]:.4f}")
print(f"temperature (K), kT (eV): {temperature:.0f} {kT:.5f}")
print(f"log10 thermal width s, free molecule (no unit): {log_width(I - A):.1f}")
print(f"image distance (nm), level shift (eV): {image_distance:.2f} {image_shift:.3f}")
print(f"water cavity radius (nm), permittivity (no unit): {cavity:.2f} {epsilon:.0f}")
print(f"water level shift (eV): {water_shift:.3f}")
print(f"I - A with image; with water (eV): "
      f"{I - A - 2 * image_shift:.3f} {I - A - 2 * water_shift:.3f}")
print(f"log10 thermal width s with water (no unit): {log_width(I - A - 2 * water_shift):.1f}")
print(f"metal work function, level full width (eV): {work_function:.1f} {broadening:.1f}")
print(f"acceptor height above Fermi level, with image (eV): {level_height:.3f}")
print(f"broadened acceptor occupation per spin (electrons): {metal_occupation:.4f}")
print("OK")
```

Output:

```
LATTICE: 4 sites, M = 4 electrons
site energies (eV): 0.0000 -1.0000 0.5000 -0.4000
hopping, on-site, neighbour repulsion (eV): 2.5 6.0 1.5
I - A (eV): 4.8385
f_plus by site (electrons): 0.3194 0.2590 0.1076 0.3140
f_minus by site (electrons): 0.2803 0.1121 0.2623 0.3454
thermal energy in rounding test (eV): 0.10
thermal derivative at integer (electrons): 0.2998 0.1855 0.1849 0.3297
attractive case: on-site -6.0 eV, neighbour 0 eV
attractive case: E(5) above chord 4-6 (eV): 1.5233
attractive addition slope (electrons): 0.7381 0.0930 0.0664 0.1025
attractive rho(5)-rho(4) (electrons): 0.8783 -0.1486 0.2262 0.0441
SO2: PBE0/aug-cc-pvdz, bond 0.145 nm, angle 119 deg
ionization energy I (eV): 12.286
electron affinity A (eV): 1.129
I - A (eV): 11.157
minus HOMO, minus LUMO energy (eV): 9.513 3.685
integrals of f_plus, f_minus (electrons): 1.00000 1.00000
f_plus on S, O, O (electrons): 0.4384 0.2808 0.2808
f_minus on S, O, O (electrons): 0.3335 0.3332 0.3333
LUMO density on S, O, O (electrons): 0.5075 0.2462 0.2462
HOMO density on S, O, O (electrons): 0.3273 0.3363 0.3363
half integral |f_plus-f_minus| (electrons): 0.6513
negative part of f_plus, f_minus (electrons): 0.1424 0.1273
probes 0.1 nm from S: above plane; in plane away from O
f_plus at probes (electrons/nm^3): 114.03 -17.98
f_minus at probes (electrons/nm^3): 37.86 134.76
HF comparison I, A (eV): 11.190 1.037
HF f_plus on S, O, O (electrons): 0.4619 0.2690 0.2690
HF f_minus on S, O, O (electrons): 0.1141 0.4429 0.4429
HF f_plus z-centroid, energy/density (nm): 0.01984 0.01984
HF f_minus z-centroid, energy/density (nm): 0.05662 0.05662
field (V/nm), HF change of f_plus on S (electrons): 1.0 0.00129
stretched bond (nm), A (eV): 0.152 1.698
stretched f_plus on S (electrons): 0.4225
temperature (K), kT (eV): 300 0.02585
log10 thermal width s, free molecule (no unit): -93.4
image distance (nm), level shift (eV): 0.30 1.200
water cavity radius (nm), permittivity (no unit): 0.20 78
water level shift (eV): 3.554
I - A with image; with water (eV): 8.757 4.050
log10 thermal width s with water (no unit): -33.7
metal work function, level full width (eV): 4.5 0.5
acceptor height above Fermi level, with image (eV): 2.171
broadened acceptor occupation per spin (electrons): 0.0365
OK
```
